# Correlation Energy of Separated Electron Pairs in Doubles-Only Configuration Interaction, part 2

The problem is how the correlation energy of $N$ electron pairs at infinite separation grows with $N$ when configuration interaction (CI) is cut off at double excitations (CID; CISD if singles are included). Each pair has two electrons, an even orbital $g$ and an odd orbital $u$. The algebra is in atomic units, numerical energies are in eV, and "Hartree–Fock" means the restricted form.

In the reference $\Phi_0$, whose energy is the zero, every pair is $g^2$. In $\Phi_i$ pair $i$ is excited to $u^2$, and in $\Phi_{ij}$ pairs $i$ and $j$ are. The half gap $D>0$ is half the energy from $g^2$ to $u^2$, and $K=(gu|gu)>0$ couples these configurations. Doubles with $gu$ on each of two pairs do not couple to $\Phi_0$ and were discarded.

For unequal pairs the CID energy is the negative solution of

$$E=-\sum_i\frac{K_i^2}{2D_i-E}. \tag{3}$$

For identical pairs,

$$E^2-2DE-NK^2=0,\qquad E_D(N)=D-\sqrt{D^2+NK^2}. \tag{4}$$

Full CI gives $E_F=Ne$, with $e=D-\sqrt{D^2+K^2}$ for one pair. While $NK^2\ll D^2$, the CID error is

$$E_D-E_F\approx\frac{N(N-1)K^4}{8D^3}. \tag{8}$$

The full CI state is a product of one-pair states $g^2+t\,u^2$, so $\Phi_{ij}$ has the coefficient $t^2$. The row of $\Phi_i$ then gives

$$K+2Dt+(N-1)Kt^2=Et=NKt^2 , \tag{9}$$

$$K+2Dt-Kt^2=0. \tag{10}$$

CID lacks the $\Phi_{ij}$, and its energy grows only as $\sqrt N$ for large $N$.

The example is H$_2$ at 0.74 angstrom in the STO-3G basis, with $D=21.4885$ eV, $K=4.9310$ eV and $e=-0.5585$ eV. In the final listing, "exponent" is $d\ln|E_D|/d\ln N$, which equals the weight of $\Phi_0$ in the CID state.

Q: Then add quadruple excitations. Two excited pairs at once should restore the linear law.

A: They help, but they do not change the power. For identical pairs it suffices to use the symmetric, normalized sums

$$|0\rangle=\Phi_0,\qquad |1\rangle=\frac1{\sqrt N}\sum_i\Phi_i,\qquad |2\rangle=\sqrt{\frac{2}{N(N-1)}}\sum_{i<j}\Phi_{ij}.$$

The Hamiltonian treats all pairs alike, so it does not lead from these sums to unsymmetrical ones. The coupling of $|0\rangle$ and $|1\rangle$ is $K\sqrt N$. For the next one, each of the $N(N-1)/2$ determinants $\Phi_{ij}$ is reached from two singly excited-pair determinants, $\Phi_i$ and $\Phi_j$. Therefore

$$\langle2|H|1\rangle=\sqrt{\frac{2}{N(N-1)}}\cdot\frac1{\sqrt N}\cdot\frac{N(N-1)}2\cdot2K=K\sqrt{2(N-1)} .$$

The matrix is

$$\begin{pmatrix}0&K\sqrt N&0\\K\sqrt N&2D&K\sqrt{2(N-1)}\\0&K\sqrt{2(N-1)}&4D\end{pmatrix}.$$

Divide it by $K\sqrt N$ and let $N$ grow. The diagonal vanishes and the couplings tend to 1 and $\sqrt2$. The eigenvalues $\lambda$ then obey $\lambda^3-3\lambda=0$, and the lowest is $-\sqrt3$. The energy tends to $-\sqrt3\,K\sqrt N$.

For the H$_2$ pairs at $N=1000$, CID gives $-135.92$ eV, the addition of quadruples gives $-223.15$ eV, and full CI requires $-558.50$ eV. At $N=10^8$ the energy with quadruples is $-1.7310\,K\sqrt N$, close to the limiting factor 1.7321.

Q: Would some higher truncation rescue it?

A: No fixed one does, in this model. Let at most $m$ pairs be excited at once. The symmetric state with $k$ excited pairs contains $\binom Nk$ determinants. Each determinant with $k+1$ excited pairs is reached from $k+1$ determinants with $k$, so the coupling is

$$K(k+1)\sqrt{\binom N{k+1}\Big/\binom Nk}=K\sqrt{(k+1)(N-k)}\le K\sqrt{mN}\qquad(k+1\le m).$$

Each row of the matrix has at most two such couplings, and its diagonal element $2Dk$ is not negative. An eigenvalue of a symmetric matrix lies within the sum of the absolute couplings of some row from that row's diagonal element, so the lowest one is not below $-2K\sqrt{mN}$. By the variational principle it is not above $E_D$. Both bounds grow as $\sqrt N$ for large $N$, so the energy does too, and it cannot grow linearly at fixed $m$.

Q: Then what does work, short of full CI?

A: A wave function that contains the products without treating their coefficients as new unknowns. Let $P_i$ excite pair $i$ from $g^2$ to $u^2$. A second application gives zero, so

$$\exp\Big(t\sum_iP_i\Big)\Phi_0=\prod_i(1+tP_i)\,\Phi_0 .$$

This is the coupled-cluster form with doubles. Its coefficient for two excited pairs is $t^2$, as in (9), so its amplitude obeys (10). For these separated two-level pairs it reproduces the full CI energy with one amplitude per pair.

Q: All this concerns total energies. A barrier is a difference between two geometries with the same number of pairs. Surely the error cancels.

A: It cancels only in part. Stretch one pair, so that its parameters become $D'$ and $K'$, and leave the $N-1$ others as they are. In full CI the spectators contribute $(N-1)e$ at both geometries and drop out of the difference. In CID they remain in the equation for $E$.

Let $\epsilon=-E$ be the size of the correlation energy. Before stretching it is $\epsilon_0$, and afterwards $\epsilon_1$:

$$\epsilon_0=\frac{NK^2}{\epsilon_0+2D},\qquad \epsilon_1=\frac{NK^2}{\epsilon_1+2D}+q,\qquad q=\frac{K'^2}{\epsilon_1+2D'}-\frac{K^2}{\epsilon_1+2D}.$$

The second equation counts $N$ unstretched pairs and corrects one of them through $q$. Subtract the first from it and put $\delta=\epsilon_1-\epsilon_0$. The difference of the two fractions is $-NK^2\delta/[(\epsilon_1+2D)(\epsilon_0+2D)]$, and $NK^2/(\epsilon_0+2D)=\epsilon_0$, so

$$\delta\left[1+\frac{\epsilon_0}{\epsilon_1+2D}\right]=q,\qquad \delta=q\,\frac{\epsilon_1+2D}{\epsilon_1+\epsilon_0+2D}. \tag{12}$$

No approximation has been made so far. The fraction lies between 0 and 1, while $q$ falls to zero as $\epsilon_1$ grows. The correlation energy gained by stretching therefore disappears as spectators are added.

Q: How fast does it disappear?

A: Expand for large $\epsilon_0$. Since $\delta$ is of order $N^{-1/2}$, $\epsilon_1$ may be replaced by $\epsilon_0$ to the order needed:

$$q\approx\frac{K'^2-K^2}{\epsilon_0}-\frac{2(K'^2D'-K^2D)}{\epsilon_0^2},\qquad \frac{\epsilon_0+2D}{2\epsilon_0+2D}\approx\frac12\left(1+\frac D{\epsilon_0}\right).$$

With $\kappa=K\sqrt N$ and $\epsilon_0\approx\kappa-D$, one has $1/\epsilon_0\approx1/\kappa+D/\kappa^2$. The terms in $1/\kappa$ give $(K'^2-K^2)/(2\kappa)$. Those in $1/\kappa^2$ are

$$\frac1{2\kappa^2}\left[2D(K'^2-K^2)-2K'^2D'+2K^2D\right]=\frac{K'^2(D-D')}{\kappa^2}.$$

The correlation part of the stretch energy is $-\delta$, hence

$$-\delta=-\frac{K'^2-K^2}{2K\sqrt N}+\frac{K'^2(D'-D)}{K^2N}+O(N^{-3/2}). \tag{13}$$

It tends to zero, and the CID stretch energy tends to the Hartree–Fock stretch energy. Bystanders that take no part in the process switch off the correlation of the bond that does.

Q: With numbers, please.

A: Stretch one H$_2$ from 0.74 to 1.50 angstrom. This stands in for a bond being pulled on the way to a transition state; it is not a located barrier. The coupling becomes $K'=6.2460$ eV and the half gap shrinks to $D'=7.0261$ eV. Restricted Hartree–Fock gives a stretch energy of 5.6024 eV. At 1.50 angstrom an unrestricted calculation, which lets the two electrons occupy different orbitals, finds a lower energy, but its determinant is no longer a pure singlet and is not the reference used here.

The correlation energy of the stretched pair is $7.0261-\sqrt{49.37+39.01}=-2.3749$ eV. The gain over the unstretched pair is $-2.3749+0.5585=-1.8164$ eV, so full CI gives $5.6024-1.8164=3.7860$ eV for any $N$. These are numbers of the minimal-basis model. In cc-pVTZ the same stretch costs 3.50 eV in Hartree–Fock and 2.89 eV in full CI, so the correlation gain is 0.61 eV, a third of the model value.

CID agrees at $N=1$. It gives 3.8655 eV at $N=2$, 4.3152 eV at $N=10$ and 5.2425 eV at $N=100$. At $N=10\,000$ the two terms of (13) are $-14.70/986.2=-0.0149$ eV and $-0.0023$ eV. They predict $5.6024-0.0172=5.5852$ eV, which is the value found.

Q: Is there a limit in which the root law sets in at once?

A: Yes, when the gap closes. For $D\to0$, (4) becomes $E_D=-K\sqrt N$ for every $N$. This is the root that mixes with $\Phi_0$, and near dissociation it need not be the lowest singlet root of the full CID matrix. For dissociating H$_2$ the discarded doubles with a $gu$ triplet on each of two pairs tend to $-2K$, which lies lower for $N=2$ and 3. For two molecules at 2.0 angstrom such a root lies at $-7.66$ eV, against $-7.20$ eV from (4). Breaking bonds move in that direction: $(D'/K')^2$ is 1.27 for the stretched pair, against 18.99 for the unstretched one. If all pairs were stretched together, CID would leave the nearly linear regime after a pair or two. In the opposite limit, $K\ll D$, the fraction of the correlation energy that is lost stays small while $N\ll(D/K)^2$ and reaches about 17 % at $N=(D/K)^2$. The loss in electronvolts can be large well before that.

Q: Real molecules have more than two orbitals per bond, and the bonds touch. How far off is the model?

A: The two-level restriction is the larger matter. Full CI for H$_2$ at the same bond length in the cc-pVTZ basis gives a correlation energy of $-1.0712$ eV, about twice the two-orbital value, and that basis is itself incomplete: cc-pVQZ gives $-1.0974$ eV.

Finite distance matters less for molecules that are well apart. For two parallel H$_2$ molecules 4 angstrom apart in STO-3G, the correlation energy changes by $-0.000174$ eV relative to infinite separation. The CID error for two molecules is 0.0138 eV, some eighty times larger. This basis lets a molecule polarize along its bond alone, so the small figure should not be taken as a dispersion energy. In aug-cc-pVDZ the change is about $-0.002$ eV and the CISD error is 0.034 eV, so the ratio falls to between fifteen and twenty. Bonds that share an atom are not separated at all, and there the model is a guide to the mechanism and not to the numbers.

Q: Then show me the effect in a molecule with several bonds and a larger basis.

A: Silane, SiH$_4$, serves as a source of silicon in chemical vapour deposition. It was treated in the 6-31G* basis with the silicon core electrons left uncorrelated. For two silanes 100 angstrom apart, the CISD energy lies 0.2914 eV above twice the energy of one. Coupled cluster with singles and doubles (CCSD) shows no such error to the digits printed. The error is about twenty times that of two model H$_2$ molecules. Much of this can be a matter of counting: each silane has four bond pairs, so there are $4\times4=16$ ways to choose one pair from each molecule, against one way for two H$_2$. Equation (4) tempers this count: for four pairs plus four it gives $-4.1293+2\times2.1550=0.181$ eV, thirteen times the error for two H$_2$. The model's assumption of one virtual orbital per pair is also broken here, so the factor should not be expected to follow from (8).

Next, one Si–H bond was stretched from 1.48 to 2.00 angstrom with all other atoms held fixed. The stretch energies, in eV, are these.

| Method | silane alone | with one distant silane |
|---|---|---|
| Hartree–Fock | 1.4236 | 1.4236 |
| CISD | 1.2268 | 1.2714 |
| CCSD | 1.1860 | 1.1860 |

The second molecule is too far away to act on the first, yet it raises the CISD value by 0.0446 eV, towards Hartree–Fock, as the model predicts.

Q: Four hundredths of an electronvolt. Would anyone notice?

A: At 900 K, a rough deposition temperature, $k_BT$ is about 0.078 eV. If the same shift entered an activation energy, it would multiply the rate by $\exp(-0.0446/0.078)\approx0.56$. In a real gas a distant molecule has no such influence; the factor measures the method.

The stretch itself is not the reaction barrier. Silane can decompose by releasing H$_2$, with two bonds changing together and the rest of the molecule relaxing. None of these energies should be read as measured ones either: the basis is small, and CCSD omits connected triple excitations. The figures are not converged with the basis. In 6-31G** and cc-pVDZ the CISD error for two silanes rises to 0.38 and 0.47 eV, the spectator shift falls to 0.039 and 0.037 eV (rate factors 0.61 and 0.62), and the stretch energies move by up to 0.12 eV. The direction of the shift is unchanged.

Q: In the table CISD and CCSD already disagree for a single silane. Is that the same disease?

A: Perhaps in part. The difference is 0.0408 eV, and one silane has four bond pairs, so three of them could act as spectators to the fourth. That is a conjecture. The two methods also differ in other respects, and the calculation does not separate the causes.

Q: If CISD is all I can run, what should I avoid?

A: Avoid subtracting energies of systems with different numbers of correlated pairs. For a reaction between two molecules, reactants computed separately and a transition state computed as one system do not match. For two silanes at rest the mismatch would be 0.2914 eV. Computing the reactants together at large distance removes that mismatch at the starting point. It does not remove the change of the error along the path, which was 0.0446 eV for the Si–H stretch. In the model that part grows when stretching adds much correlation to the breaking bond or when the spectators are many. It is absent from methods whose energies add up for separated systems. CCSD achieves this by keeping the products of excitations.

## Calculated quantities

```
H2 bond length: 0.74 angstrom, basis STO-3G
Coupling K: 4.9310 eV
Half gap D: 21.4885 eV
Crossover number (D/K)^2: 18.99
Exact correlation per pair: -0.5585 eV
N | CID eV | full CI eV | fraction | exponent | ref. weight
1 | -0.5585 | -0.5585 | 1.0000 | 0.9873 | 0.9873
2 | -1.1032 | -1.1170 | 0.9876 | 0.9756 | 0.9756
4 | -2.1550 | -2.2340 | 0.9646 | 0.9544 | 0.9544
8 | -4.1293 | -4.4680 | 0.9242 | 0.9194 | 0.9194
20 | -9.3019 | -11.1700 | 0.8328 | 0.8489 | 0.8489
100 | -32.3001 | -55.8501 | 0.5783 | 0.6997 | 0.6997
1000 | -135.9167 | -558.5008 | 0.2434 | 0.5683 | 0.5683
10000 | -472.0783 | -5585.0083 | 0.0845 | 0.5218 | 0.5218
Molecular CISD, N=2: -1.1032 eV
Molecular CISD, N=4: -2.1550 eV
Molecular CISD, N=8: -4.1293 eV
Explicit matrix, N=1500: -170.6929 eV
-K sqrt(N), N=1500: -190.9763 eV
-K sqrt(N) + D, N=1500: -169.4878 eV
Measured exponent near N=1000: 0.5683
With quadruples, N=1000: -223.1500 eV
Quadruples prefactor / K at N=1e8: 1.7310
Stretched H2 bond length: 1.50 angstrom
Stretched K: 6.2460 eV
Stretched D: 7.0261 eV
H2 stretch energy, Hartree-Fock: 5.6024 eV
H2 stretch energy, full CI, any N: 3.7860 eV
H2 stretch energy, CID, N=1: 3.7860 eV
H2 stretch energy, CID, N=2: 3.8655 eV
H2 stretch energy, CID, N=10: 4.3152 eV
H2 stretch energy, CID, N=100: 5.2425 eV
H2 stretch energy, CID, N=10000: 5.5852 eV
H2 correlation, full CI cc-pVTZ: -1.0712 eV
Inter-pair correlation at 4 angstrom: -0.000174 eV
CID size error for two H2: 0.0138 eV
Si-H bond: 1.48 to 2.00 angstrom, 6-31G*
CISD size error, two silanes: 0.2914 eV
CCSD size error, two silanes: 0.000000 eV
Si-H stretch, Hartree-Fock, alone: 1.4236 eV
Si-H stretch, Hartree-Fock, 1 spectator: 1.4236 eV
Si-H stretch, CISD, alone: 1.2268 eV
Si-H stretch, CISD, 1 spectator: 1.2714 eV
Si-H stretch, CCSD, alone: 1.1860 eV
Si-H stretch, CCSD, 1 spectator: 1.1860 eV
CISD shift from one spectator: 0.0446 eV
Rate factor of that shift at 900 K: 0.5629
```
